# Sah-Shockley Recombination Through a Defect with Three Charge States

A silicon atom at the boundary between silicon and its oxide may be left with one unpaired bonding electron. This dangling bond can lose the electron and become positive, or accept a second one and become negative. An electron and a hole can therefore recombine through it in two ways: by cycling the defect between its positive and neutral states, or between its neutral and negative states. The same neutral defects serve both cycles. The question is how fast the two together destroy carriers when neither can be given the whole defect population for itself.

Let $N$ be the defect density, per area at an interface or per volume in a bulk crystal, and let $N_+$, $N_0$ and $N_-$ be the densities in the three charge states. The electron and hole densities at the defect, $n$ and $p$, are taken as given. Each charge state is assumed to have one configuration, which reaches thermal equilibrium internally between captures. Electrons are exchanged one at a time with the conduction or valence band, so there is no direct transition between $+$ and $-$, and no second carrier takes up the released energy.

Four capture coefficients, in cm$^3$/s, describe the downhill processes. A positive defect captures an electron with coefficient $a$, and a neutral one captures a hole with coefficient $b$; these connect $+$ and $0$. A neutral defect captures an electron with coefficient $c$, and a negative one captures a hole with coefficient $d$; these connect $0$ and $-$. Each capture has a reverse process, thermal emission. We write the electron emission rate of a neutral defect as $an_1$ and the hole emission rate of a positive defect as $bp_1$. In hole emission a valence electron moves onto the defect and leaves a hole behind. Likewise $cn_2$ is the electron emission rate of a negative defect and $dp_2$ the hole emission rate of a neutral one. So far $n_1,p_1,n_2,p_2$ are names for unknown densities.

They are fixed by equilibrium, where each process must balance its own reverse:

$$
nN_+=n_1N_0,\quad pN_0=p_1N_+,\quad nN_0=n_2N_-,\quad pN_-=p_2N_0 .
$$

Measure energies from the valence edge. Let $E_1$ be the energy at which the defect takes its first electron, going from $+$ to $0$, and $E_2$ that for the second, from $0$ to $-$, both without the spin degeneracy. The neutral state has an unpaired spin and degeneracy 2; the other two have degeneracy 1. With Fermi level $E_F$, the grand-canonical weights are

$$
N_+:N_0:N_-=1:2e^{(E_F-E_1)/kT}:e^{(2E_F-E_1-E_2)/kT}.
$$

For nondegenerate bands with effective densities of states $N_c,N_v$ and gap $E_g$, the equilibrium carrier densities are $n=N_ce^{(E_F-E_g)/kT}$ and $p=N_ve^{-E_F/kT}$. Inserting these into the four balances cancels $E_F$:

$$
n_1=\tfrac12N_ce^{-(E_g-E_1)/kT},\qquad p_1=2N_ve^{-E_1/kT},
$$

$$
n_2=2N_ce^{-(E_g-E_2)/kT},\qquad p_2=\tfrac12N_ve^{-E_2/kT}.
$$

The factor $\tfrac12$ in $n_1$ arises because electron emission starts from the doubly degenerate neutral state; the factor 2 in $n_2$ arises because it ends there. The degeneracies cancel in the products,

$$
n_1p_1=n_2p_2=N_cN_ve^{-E_g/kT}=n_i^2 .
$$

Each emitted electron or hole enters a band that holds few carriers of its kind, and emission is driven by the lattice, so these rates also hold under injection, provided that the lattice and carriers keep the temperature $T$ and the bands stay nondegenerate.

Now collect the processes by their effect on the defect. The total rates per defect are

$$
\begin{aligned}
\alpha_1&=an+bp_1 &&(+\to0), & \beta_1&=bp+an_1 &&(0\to+),\\
\alpha_2&=cn+dp_2 &&(0\to-), & \beta_2&=dp+cn_2 &&(-\to0).
\end{aligned}
$$

The two end states of the chain obey

$$
\frac{dN_+}{dt}=\beta_1N_0-\alpha_1N_+,\qquad
\frac{dN_-}{dt}=\alpha_2N_0-\beta_2N_- .
$$

In steady state both vanish. Each adjacent pair is then balanced separately, because an end state has a single neighbour and whatever enters it must return the same way. This is weaker than equilibrium. The number of transitions from $+$ to $0$ equals the number from $0$ to $+$, but the electrons may arrive from the conduction band and leave to the valence band, and that is recombination.

The balances and the fixed total $N=N_++N_0+N_-$ give

$$
\frac{N_+}{N_0}=\frac{\beta_1}{\alpha_1},\qquad
\frac{N_-}{N_0}=\frac{\alpha_2}{\beta_2},\qquad
N_0=\frac{N}{1+\beta_1/\alpha_1+\alpha_2/\beta_2}.
$$

All populations are thus known once $n$ and $p$ are. The steady state is also reached from any start. With $N_0$ eliminated, the linear system for $(N_+,N_-)$ has the matrix

$$
-\begin{pmatrix}\alpha_1+\beta_1&\beta_1\\ \alpha_2&\alpha_2+\beta_2\end{pmatrix}.
$$

Its trace is negative and its determinant, $\alpha_1\alpha_2+\alpha_1\beta_2+\beta_1\beta_2$, is positive, so every deviation decays.

The recombination rate $U$ is the net rate at which the conduction band loses electrons. The first pair contributes $U_1=a(nN_+-n_1N_0)$. Let $M_1=N_++N_0$. Pair balance divides $M_1$ as

$$
N_+=M_1\frac{\beta_1}{\alpha_1+\beta_1},\qquad N_0=M_1\frac{\alpha_1}{\alpha_1+\beta_1}.
$$

Therefore

$$
U_1=aM_1\frac{n(bp+an_1)-n_1(an+bp_1)}{\alpha_1+\beta_1}.
$$

The terms $ann_1$ cancel, leaving $b(np-n_1p_1)=b(np-n_i^2)$ in the numerator. For the second pair, with $M_2=N_0+N_-$,

$$
U_2=c(nN_0-n_2N_-)=cM_2\frac{n(dp+cn_2)-n_2(cn+dp_2)}{\alpha_2+\beta_2},
$$

where $cnn_2$ cancels in the same way. The sum is the Sah-Shockley rate:

$$
\boxed{U=\frac{(N_++N_0)\,ab\,(np-n_i^2)}{a(n+n_1)+b(p+p_1)}
+\frac{(N_0+N_-)\,cd\,(np-n_i^2)}{c(n+n_2)+d(p+p_2)}}
$$

Holes disappear at the same rate. Since no net electrons cross a pair, those gained from the conduction band must equal those passed to the valence band, pair by pair. Both contributions vanish when $np=n_i^2$, are positive for $np>n_i^2$, and turn into net generation for $np<n_i^2$.

Each fraction, without its population factor, is the Shockley-Read-Hall rate of a one-level centre. Call these rates per defect $s_1$ and $s_2$, so that

$$
U=(N_++N_0)s_1+(N_0+N_-)s_2 .
$$

The coupling lies in the populations. The two weights add up to $N+N_0$, not to $2N$. For $np>n_i^2$, each weight is at most $N$, so $U\le N(s_1+s_2)$; and since the weights add up to at least $N$, $U$ is at least $N$ times the smaller of $s_1$ and $s_2$. Treating the defect as two independent centres, each of density $N$, gives the upper bound and not, in general, the rate.

Nothing in the derivation required $E_1<E_2$. If the second electron is bound more strongly than the first, as lattice relaxation can bring about, the levels are inverted and the formula stands. This was tested by solving the three-state rate equations directly and counting the electrons and holes exchanged. For 300 random cases, 152 of them with inverted levels, the largest relative difference from the formula in any population or contribution was $1.0\times10^{-14}$. The levels ranged over 0.1 to 1.0 eV, the capture coefficients over $10^{-10}$ to $10^{-6}$ cm$^3$/s, the carrier densities over $10^{11}$ to $10^{18}$ cm$^{-3}$, and the temperature over 250 to 450 K.

For limiting cases it helps to insert the populations. Since $N_++N_0=N_0(\alpha_1+\beta_1)/\alpha_1$ and $N_0+N_-=N_0(\alpha_2+\beta_2)/\beta_2$, the denominators of $s_1$ and $s_2$ cancel:

$$
U=N(np-n_i^2)\,
\frac{ab/\alpha_1+cd/\beta_2}{1+\beta_1/\alpha_1+\alpha_2/\beta_2}.
$$

If the second level is so high that $n_2\to\infty$ and $p_2\to0$, then $\beta_2\to\infty$. The negative state empties, the second contribution vanishes, and $U\to Ns_1$, the one-level result.

If instead both levels are deep enough for all emission to be negligible, then $\alpha_1=an$, $\beta_1=bp$, $\alpha_2=cn$, $\beta_2=dp$, and $n_i^2$ can be dropped beside $np$. This leaves

$$
U=N\,\frac{bp+cn}{1+bp/(an)+cn/(dp)} .
$$

The numerator is the rate at which a neutral defect captures either carrier; the denominator is $N/N_0$. At high injection, where $n=p$, we have $U=NC_{\rm tot}n$ with

$$
C_{\rm tot}=\frac{b+c}{1+b/a+c/d}.
$$

When the charged states capture much faster than the neutral one, $a\gg b$ and $d\gg c$, the defect waits in its neutral state and $C_{\rm tot}\approx b+c$. Making the charged captures faster still then gains almost nothing. In the opposite case, $a\ll b$ and $d\ll c$, the 1 can be dropped and

$$
\frac1{C_{\rm tot}}\approx\frac{b}{b+c}\frac1a+\frac{c}{b+c}\frac1d ,
$$

a weighted harmonic mean of the charged-state coefficients. If all four coefficients equal $C$, the three states are equally populated and $C_{\rm tot}=2C/3$. Two independent centres would each give $C/2$, hence $C$ together, so the shared neutral state lowers the rate to two thirds of the independent sum.

For the interface dangling bond, take $N=10^{10}$ cm$^{-2}$, $E_1=0.30$ eV, $E_2=0.85$ eV, $E_g=1.12$ eV and $T=300$ K, with the rough values $N_c=2.8\times10^{19}$ and $N_v=2.6\times10^{19}$ cm$^{-3}$, scaled as $T^{3/2}$ at other temperatures. Let the capture coefficients be $a=10^{-7}$, $b=5\times10^{-10}$, $c=10^{-9}$ and $d=5\times10^{-8}$ cm$^3$/s; the charged states attract the carriers they capture and are given the larger values. The silicon is n-type with $10^{15}$ cm$^{-3}$ donors and has $10^{14}$ cm$^{-3}$ excess pairs, so $n=1.1\times10^{15}$ and $p=10^{14}$ cm$^{-3}$. The bands are first taken as flat up to the interface.

The capture rates are $an=1.1\times10^8$, $bp=5.0\times10^4$, $cn=1.1\times10^6$ and $dp=5.0\times10^6$ s$^{-1}$. The two larger emission rates are $bp_1=2.37\times10^5$ and $cn_2=1.63\times10^6$ s$^{-1}$. Only $cn_2$ matters, since $bp_1$ is just 0.2% of the rate $an$ to which it is added. The other two are below 0.1 s$^{-1}$. Hence

$$
\frac{N_+}{N_0}=\frac{5.0\times10^4}{1.1\times10^8+2.37\times10^5}=4.5\times10^{-4},
$$

$$
\frac{N_-}{N_0}=\frac{1.1\times10^6}{5.0\times10^6+1.63\times10^6}=0.166 .
$$

About 86% of the defects are neutral, 14% negative and 0.04% positive. With $n_i^2$ negligible beside $np$, the one-level rates are

$$
s_1=\frac{(1.1\times10^8)(5.0\times10^4)}{1.103\times10^8}\,{\rm s^{-1}}=4.99\times10^4\ {\rm s^{-1}},
$$

$$
s_2=\frac{(1.1\times10^6)(5.0\times10^6)}{7.73\times10^6}\,{\rm s^{-1}}=7.11\times10^5\ {\rm s^{-1}}.
$$

The first is multiplied by $(N_++N_0)/N=0.858$ and gives $4.28\times10^4$ s$^{-1}$. The second is multiplied by $0.9996$ and stays at $7.11\times10^5$ s$^{-1}$. Together they make $7.54\times10^5$ s$^{-1}$ per defect, or $U=7.5\times10^{15}$ cm$^{-2}$s$^{-1}$. Dividing by the excess density gives the surface recombination velocity $S=75$ cm/s.

The independent sum would be only 1% too high here, because the dominant contribution already has nearly the full weight. The coupling shows in the smaller one. If $d$ is reduced tenfold with everything else held fixed, the contribution of the $+/0$ pair falls from $4.28\times10^4$ to $3.29\times10^4$ s$^{-1}$, although $d$ does not appear in $s_1$. More defects are held in the negative state and are missing from the first cycle. Neglecting emission is the larger error: it makes the total 25% too high. The reason is $cn_2$, which adds 27% to the sum $cn+dp$ in the denominator of $s_2$: some captured electrons return to the conduction band before a hole arrives.

The slowest relaxation time of the populations is 129 ns, close to $1/(\alpha_2+\beta_2)$. The steady-state rate can follow changing carrier densities if they vary slowly on this scale.

The velocity depends on injection. When hole emission is negligible, as it is here, counting captured holes gives

$$
S\approx N\left(b\frac{N_0}{N}+d\frac{N_-}{N}\right).
$$

With the doping fixed and $10^{13}$ cm$^{-3}$ excess pairs, 32% of the defects are negative and $S=164$ cm/s. At $10^{17}$ cm$^{-3}$ the negative share is 2.0% and $S$ has fallen to 14.7 cm/s. Stronger injection supplies holes that neutralize the negative defects, and the slow neutral captures become the bottleneck. The high-injection formula gives $C_{\rm tot}=1.46\times10^{-9}$ cm$^3$/s, hence $NC_{\rm tot}=14.6$ cm/s. The $+/0$ pair then carries 33% of the recombination, near the ratio $b/(b+c)=1/3$, against 6% in the main case.

The assumption of flat bands is easily broken. Let $u$ be the surface potential in units of $kT/q$, where $q$ is the elementary charge, and keep the quasi-Fermi levels flat near the interface. The densities there become $ne^u$ and $pe^{-u}$, while their product is unchanged. Multiplying Poisson's equation by the potential gradient and integrating from the neutral interior gives the surface field $F$:

$$
\frac{\varepsilon F^2}{2}=kT\left[n(e^u-1)+p(e^{-u}-1)-(n-p)u\right].
$$

Here $\varepsilon=11.7\,\varepsilon_0$ is the permittivity of silicon. We assume that there is no gate and no field in the oxide beyond the charge, so Gauss's law sets $\varepsilon F$ equal to the interface charge per area. The charge of the defects alone bends the bands by $-2.3$ mV and lowers the rate by 4%. Adding a positive fixed oxide charge of $10^{11}$ elementary charges per cm$^2$ gives $+85$ mV. Electrons then accumulate to $2.9\times10^{16}$ cm$^{-3}$, holes are repelled to $3.8\times10^{12}$ cm$^{-3}$, and the rate drops to 0.24 of its flat-band value. The formula still holds with these interface densities; what fails is the use of interior densities in their place.

Set beside real silicon-oxide interfaces, the two levels and the defect density are rough typical values for dangling bonds after hydrogen passivation, and the fixed charge is of a common order. The capture coefficients are much less certain, so the 75 cm/s illustrates a regime and does not predict a device. In the model, fixed charge moves it to about 18 cm/s when referred to the interior excess density. It also changes the dependence on injection: the fall from 164 to 14.7 cm/s belongs to flat bands, whereas with the fixed charge $S$ is about 16, 18, 28, 34 and 19 cm/s at excess densities of $10^{13}$, $10^{14}$, $10^{15}$, $10^{16}$ and $10^{17}$ cm$^{-3}$. Real levels are also spread in energy: an independent Gaussian spread of 0.08 eV in each multiplies the flat-band rate by 0.83. At 400 K, with the carrier densities, gap and capture coefficients held fixed, the factor is 0.24, mainly because $n_2$ grows and electrons escape from the negative state. These factors were found one at a time and should not be multiplied together.

Several other effects can be estimated for these numbers. With the fixed charge present, the surface field is 0.014 MV/cm, far below the rough breakdown field of silicon, 0.3 MV/cm. It tilts the bands by 1.4 meV per nm, a small change across a localized state. It pulls electrons towards the interface, so it does not lower the Coulomb barrier for their emission into the silicon; emission that leaves a positive defect is in any case negligible here. For holes the field points the other way: it lowers the Coulomb barrier around a negative defect by about $\sqrt{q^3F/(\pi\varepsilon)}=26$ meV, comparable with $kT$. With the fixed charge present the rate is almost proportional to $d$, so an effect of the field on this capture coefficient, which is not included, would pass directly into the 18 cm/s. Degeneracy lowers the accumulated electron density by about 0.04% at fixed surface potential, and by about half that at fixed charge. In the flat-band case, supplying holes by diffusion through 100 μm of silicon, with a diffusion coefficient of 12 cm$^2$/s, requires a density difference of about 6% of the interface value.

A direct transition from $+$ to $-$ would alter the structure of the result itself, because the open chain becomes a loop around which a steady current can run. Suppose such a channel has a rate $r$ per positive defect and a negligible reverse flow. This holds in the main case for the capture of two electrons, whose reverse rate is $rn_1n_2/n^2$, but not for channels that involve hole emission. Then stationarity of $N_+$ would read $\beta_1N_0=(\alpha_1+r)N_+$, and the $+/0$ pair would no longer balance. For $r=10^7$ s$^{-1}$ in the main case, the mismatch is $r/\alpha_1=9\%$ of the flow from $+$ to $0$. A second, metastable configuration of one charge state also closes a loop. The net flow between adjacent charge states, summed over configurations, still vanishes, but the individual links need not balance and a current can circulate between the configurations. The full set of rate equations must then be solved in place of the two pair balances. The remaining values of the injection sweep are in the numerical output.

## Table of computed values

```
Gap 1.12 eV; levels 0.3, 0.85 eV; T 300 K
Nc 2.80e+19, Nv 2.60e+19 cm^-3; kT 0.02585 eV
ni 1.056e+10 cm^-3
a, b, c, d: 1.0e-07 5.0e-10 1.0e-09 5.0e-08 cm^3/s
Defects 1.0e+10 cm^-2; doping 1.0e+15 cm^-3
Main case n 1.10e+15, p 1.00e+14 cm^-3
n1, p1, n2, p2: 2.348e+05 4.745e+14 1.631e+15 6.832e+04 cm^-3
Rate a*n: 1.1000e+08 s^-1
Rate a*n1: 2.3482e-02 s^-1
Rate b*p: 5.0000e+04 s^-1
Rate b*p1: 2.3724e+05 s^-1
Rate c*n: 1.1000e+06 s^-1
Rate c*n2: 1.6308e+06 s^-1
Rate d*p: 5.0000e+06 s^-1
Rate d*p2: 3.4162e-03 s^-1
N+/N0 4.5357e-04; N-/N0 0.1659
Fractions +,0,-: 3.8888e-04, 0.8574, 0.1422
One-level rates: 4.9870e+04, 7.1144e+05 s^-1
Contributions: 4.2777e+04, 7.1117e+05 s^-1
Total per defect 7.5394e+05 s^-1
Areal rate 7.5394e+15 cm^-2 s^-1
Surface recombination velocity 75.39 cm/s
Independent-sum rate / true rate 1.0098
No-emission rate / true rate 1.2498
Slowest relaxation time 129.4 ns
First part with d/10: 3.2895e+04 s^-1
Pair imbalance with direct channel 1e7 s^-1: 0.0907
C_tot for n=p, no emission: 1.4634e-09 cm^3/s
Equal coefficients: true/independent sum 0.6667
Sweep: excess cm^-3 | f+ f0 f- | first share | S cm/s
1e+13 | 3.35e-05 0.6784 0.3216 | 0.0206 | 164.17
1e+14 | 3.89e-04 0.8574 0.1422 | 0.0567 | 75.39
1e+15 | 2.40e-03 0.9604 0.0372 | 0.2050 | 23.40
1e+16 | 4.43e-03 0.9742 0.0214 | 0.3132 | 15.55
1e+17 | 4.83e-03 0.9755 0.0197 | 0.3312 | 14.73
Defect-charge bending -2.29 mV; rate ratio 0.9634
Fixed charge 1e+11 cm^-2: bending 84.6 mV; rate ratio 0.2367
Surface n, p then: 2.902e+16, 3.791e+12 cm^-3
Surface field then 0.0140 MV/cm
Coulomb-barrier lowering then 26.3 meV
Degeneracy correction then 3.66e-04
Level spread 0.08 eV: rate ratio 0.8266
400 K, fixed gap and capture: rate ratio 0.2418
Diffusion: depth 100 um, D 12.0 cm^2/s, S*depth/D 0.0628
Random cases 300, inverted levels 152, worst relative error 1.0e-14
```
